# Lock-In Signal in Pulsed Pump–Probe Thermoreflectance: a program that tests the result

```python
"""
Result under test: pump pulses at times m*T deposit fluence F*M(m*T); probe
pulses come a delay tau later. The lock-in temperature amplitude is
  Z = mu*F*sum_{q>=0} h(q*T+tau)*exp(-i*w0*(q*T+tau))
    = (mu*F/T)*sum_k H(w0+k*ws)*exp(i*k*ws*tau),
  mu = 2*mean of M(m*T)*exp(-i*w0*m*T).
h: surface temperature after unit fluence; H: its transform with exp(-i*w*t);
w0: modulation angular frequency; ws = 2*pi/T: laser angular frequency.
Model: film (areal heat capacity C), interface conductance G, thick substrate
(conductivity kappa, volumetric heat capacity cv, effusivity eff). SI units.
"""
import numpy as np
import mpmath as mp
from scipy.special import wofz

C, G, kappa, cv = 0.2, 1.0e8, 100.0, 1.6e6
eff = np.sqrt(kappa * cv)
fs, f0, F = 80.0e6, 10.0e6, 0.1
T, ws, w0 = 1 / fs, 2 * np.pi * fs, 2 * np.pi * f0
gamma = G / C
root = np.sqrt(complex((G / eff) ** 2 - 4 * G / C))
b1, b2 = (G / eff + root) / 2, (G / eff - root) / 2


def H(w):
    s = 1j * np.asarray(w, dtype=float)
    return 1 / (C * s + 1 / (1 / G + 1 / (eff * np.sqrt(s))))


def h(t):
    r = np.sqrt(t)
    return ((b2 * wofz(1j * b1 * r) - b1 * wofz(1j * b2 * r))
            / (C * (b2 - b1))).real


def time_sum(tau, w=w0, first=0, count=20000):
    """Pulse-by-pulse sum; the oscillating tail is summed by parts."""
    t = np.arange(first, count) * T + tau
    end = count * T + tau
    tail = h(end) * np.exp(-1j * w * end) / (1 - np.exp(-1j * w * T))
    return np.sum(h(t) * np.exp(-1j * w * t)) + tail


def plain_series(tau, w=w0, K=200000):
    k = np.arange(-K, K + 1)
    return np.sum(H(w + k * ws) * np.exp(1j * k * ws * tau)) / T


def fast_series(tau, w=w0, K=20000):
    """Subtract exponential film cooling, whose pulse sum is geometric."""
    k = np.arange(-K, K + 1)
    wk = w + k * ws
    rest = H(wk) - 1 / (1j * wk * C + G)
    a = gamma + 1j * w
    geometric = np.exp(-a * tau) / (C * (1 - np.exp(-a * T)))
    return np.sum(rest * np.exp(1j * k * ws * tau)) / T + geometric


# Closed impulse response against numerical Laplace inversion of H.
def H_laplace(s):
    return 1 / (C * s + 1 / (1 / mp.mpf(G) + 1 / (eff * mp.sqrt(s))))


for t in (1e-10, 3e-9, 2e-7):
    ref = float(mp.invertlaplace(H_laplace, t, method='talbot'))
    assert abs(h(t) / ref - 1) < 1e-7

# Time sum against harmonic sums, and the midpoint value at zero delay.
worst_sum = 0.0
for tau in (1e-10, 1e-9, 6e-9, 12e-9):
    direct = time_sum(tau)
    worst_sum = max(worst_sum, abs(fast_series(tau) / direct - 1))
    # the plain series is cut at finite K and has a slow 1/K tail
    assert abs(plain_series(tau) / direct - 1) < 2e-4
assert worst_sum < 2e-6
midpoint = time_sum(0.0) - 0.5 / C
assert abs(plain_series(0.0) / midpoint - 1) < 2e-5
before, after = time_sum(T * (1 - 1e-9)), time_sum(T * 1e-9)
assert abs((after - before) * C - 1) < 1e-5

# Decay exponent of the remainder after subtraction.
wa, wb = 1e14, 1e16
ra, rb = [abs(H(w) - 1 / (1j * w * C + G)) for w in (wa, wb)]
# direct subtraction loses digits at high frequency, hence the tolerance
exponent = np.log(rb / ra) / np.log(wb / wa)
assert abs(exponent + 2.5) < 0.02

# Finite-volume film and substrate, solved through its thermal modes.
dx = 5e-9 * 1.03 ** np.arange(180)
cap = np.concatenate(([C], cv * dx))
link = np.concatenate(([1 / (1 / G + dx[0] / (2 * kappa))],
                       2 * kappa / (dx[:-1] + dx[1:])))
net = np.zeros((cap.size, cap.size))
for i, g in enumerate(link):
    net[i, i] += g
    net[i + 1, i + 1] += g
    net[i, i + 1] -= g
    net[i + 1, i] -= g
rates, modes = np.linalg.eigh(net / np.sqrt(np.outer(cap, cap)))
film = modes[0] / np.sqrt(C)


def march(M, delays, pulses=8000):
    """Heat pulse by pulse; return film temperatures seen by the probe."""
    amp = np.zeros(cap.size)
    step = np.exp(-rates * T)
    read = film * np.exp(-np.outer(delays, rates))
    seen = np.empty((pulses, len(delays)))
    for m in range(pulses):
        amp = amp + F * M[m] * film
        seen[m] = read @ amp
        amp = amp * step
    return seen


delays = np.array([0.1e-9, 1e-9, 5e-9])
n = np.arange(8000)
late = n >= 4000
phi = 0.3
cases = [("cosine", 10e6, 0.0), ("cosine", 9.6e6, 0.0),
         ("square", 10e6, phi), ("cosine", 40e6, 0.7)]
worst_march = worst_advance = 0.0
mu_found = []
for shape, f, phase in cases:
    w = 2 * np.pi * f
    M = np.cos(w * n * T + phase)
    if shape == "square":
        M = np.sign(M)
    mu = 2 * np.mean(M[:200] * np.exp(-1j * w * n[:200] * T))
    mu_found.append(mu)
    seen = march(M, delays)
    for j, tau in enumerate(delays):
        t_late = n[late] * T
        Z_num = 2 * np.mean(seen[late, j] * np.exp(-1j * w * (t_late + tau)))
        Z_adv = 2 * np.mean(seen[late, j] * np.exp(-1j * w * t_late))
        Z_for = mu * F * fast_series(tau, w)
        worst_march = max(worst_march, abs(Z_num / Z_for - 1))
        turned = Z_for * np.exp(1j * w * tau)
        worst_advance = max(worst_advance, abs(Z_adv / turned - 1))
# tolerance set by the spatial grid
assert worst_march < 1e-3 and worst_advance < 1e-3
assert abs(mu_found[0] - 1) < 1e-9
assert abs(mu_found[3] - 2 * np.cos(0.7)) < 1e-9

# Aliased Fourier coefficients of the square wave against its samples.
order = 1 + 8 * np.arange(-200000, 200001)
coef = 2 * np.sin(order * np.pi / 2) / (np.pi * order)
mu_alias = 2 * np.sum(coef * np.exp(1j * order * phi))
mu_square = mu_found[2]
assert abs(mu_alias - mu_square) < 1e-5
mu_ideal = 4 / np.pi * np.exp(1j * phi)
phase_error = np.angle(mu_square / mu_ideal)

# Finite Gaussian pulses: double quadrature across the jump against factors.
sp, sb, tau_g = 0.6e-9, 0.4e-9, 0.3e-9
span = 6.5e-9
fit_x = np.cos(np.pi * (np.arange(30) + 0.5) / 30)
fit_y = np.array([time_sum(x * span, first=1) for x in fit_x])
cheb = np.polynomial.chebyshev
earlier = np.linalg.solve(cheb.chebvander(fit_x, 29).astype(complex), fit_y)
node, weight = np.polynomial.legendre.leggauss(80)


def gauss(x, s):
    return np.exp(-x * x / (2 * s * s)) / (s * np.sqrt(2 * np.pi))


quad = 0.0
vmax = 6 * sb
for u, wu in zip(6 * sp * node, 6 * sp * weight):
    cut = np.clip(u - tau_g, -vmax, vmax)
    inner = 0.0
    for lo, hi, hit in ((-vmax, cut, False), (cut, vmax, True)):
        if hi <= lo:
            continue
        v = (lo + hi) / 2 + (hi - lo) / 2 * node
        x = tau_g + v - u
        val = cheb.chebval(x / span, earlier)
        if hit:
            xp = np.maximum(x, 0.0)
            val = val + h(xp) * np.exp(-1j * w0 * xp)
        inner += np.sum(weight * gauss(v, sb) * val) * (hi - lo) / 2
    quad += wu * gauss(u, sp) * np.exp(-1j * w0 * u) * inner
k = np.arange(-200, 201)
wk = w0 + k * ws
factors = np.exp(-(wk * sp) ** 2 / 2 - (k * ws * sb) ** 2 / 2)
smeared = np.sum(H(wk) * factors * np.exp(1j * k * ws * tau_g)) / T
pulse_error = abs(quad / smeared - 1)
assert pulse_error < 1e-6

# Worked example.
print(f"film areal heat capacity C = {C:.3f} J m^-2 K^-1")
print(f"interface conductance G = {G:.3e} W m^-2 K^-1")
print(f"substrate conductivity = {kappa:.1f} W m^-1 K^-1")
print(f"substrate heat capacity = {cv:.3e} J m^-3 K^-1")
print(f"substrate effusivity = {eff:.1f} W s^0.5 m^-2 K^-1")
print(f"repetition rate = {fs/1e6:.1f} MHz, period T = {T*1e9:.2f} ns")
print(f"modulation frequency = {f0/1e6:.1f} MHz")
print(f"fluence amplitude F = {F:.3f} J m^-2")
print(f"film cooling time C/G = {1e9/gamma:.3f} ns")
print(f"b1 = {b1.real:.1f} {b1.imag:+.1f}i s^-0.5; b2 is its conjugate")
print(f"temperature jump F/C = {F/C:.4f} K")
for kk in (-2, -1, 0, 1, 2):
    term = F / T * complex(H(w0 + kk * ws))
    print(f"k={kk:+d}: frequency {(f0+kk*fs)/1e6:+.1f} MHz, "
          f"F*H/T = {term.real:.5f} {term.imag:+.5f}i K")
print("probe delayed: delay, in-phase, out-of-phase, ratio -in/out")
for tau in (0.1e-9, 0.5e-9, 1e-9, 3e-9, 6e-9):
    Z = F * fast_series(tau)
    print(f"  {tau*1e9:.1f} ns: {Z.real:.5f} K, {Z.imag:.5f} K, "
          f"{-Z.real/Z.imag:.4f}")
tau = 1e-9
Z = F * fast_series(tau)
A = Z * np.exp(1j * w0 * tau)
last = F * h(tau) * np.exp(-1j * w0 * tau)
old = Z - last
print(f"pump advanced, 1 ns: {A.real:.5f} K, {A.imag:.5f} K, "
      f"ratio {-A.real/A.imag:.4f}")
print(f"last pulse alone, 1 ns: {last.real:.5f} {last.imag:+.5f}i K")
print(f"earlier pulses, 1 ns: {old.real:.5f} {old.imag:+.5f}i K")
Zm, Zp = F * before, F * after
print(f"just before zero delay: {Zm.real:.5f} {Zm.imag:+.5f}i K")
print(f"just after zero delay: {Zp.real:.5f} {Zp.imag:+.5f}i K")
print(f"series at zero delay: {F*midpoint.real:.5f} "
      f"{F*midpoint.imag:+.5f}i K")
exact = fast_series(1e-10)
for K in (10, 100, 1000):
    ep = abs(plain_series(1e-10, K=K) / exact - 1)
    ef = abs(fast_series(1e-10, K=K) / exact - 1)
    print(f"relative error at 0.1 ns, K={K}: plain {ep:.1e}, fast {ef:.1e}")
print(f"remainder decay exponent = {exponent:.3f}")
print(f"square wave phase offset = {phi:.2f} rad")
print(f"square wave |mu|: sampled {abs(mu_square):.4f}, "
      f"continuous fundamental {abs(mu_ideal):.4f}")
print(f"sampling phase error = {np.degrees(phase_error):.3f} degrees")
R = Z * np.exp(1j * phase_error)
print(f"ratio at 1 ns with this error uncorrected = {-R.real/R.imag:.4f}")
print(f"40 MHz cosine, phase 0.7 rad: mu = {mu_found[3].real:.4f}")
print(f"Gaussian pulse widths: pump {sp*1e9:.1f} ns, probe {sb*1e9:.1f} ns")
print(f"finite pulses at {tau_g*1e9:.1f} ns: {F*smeared.real:.5f} "
      f"{F*smeared.imag:+.5f}i K")
print(f"largest relative gap, time sum vs fast series = {worst_sum:.1e}")
print(f"largest relative gap, grid vs formula = {worst_march:.1e}")
print(f"largest relative gap, pump advanced = {worst_advance:.1e}")
print(f"relative gap, finite-pulse quadrature = {pulse_error:.1e}")
print("done: every assertion held")
```

Running it gives:

```
film areal heat capacity C = 0.200 J m^-2 K^-1
interface conductance G = 1.000e+08 W m^-2 K^-1
substrate conductivity = 100.0 W m^-1 K^-1
substrate heat capacity = 1.600e+06 J m^-3 K^-1
substrate effusivity = 12649.1 W s^0.5 m^-2 K^-1
repetition rate = 80.0 MHz, period T = 12.50 ns
modulation frequency = 10.0 MHz
fluence amplitude F = 0.100 J m^-2
film cooling time C/G = 2.000 ns
b1 = 3952.8 +22008.5i s^-0.5; b2 is its conjugate
temperature jump F/C = 0.5000 K
k=-2: frequency -150.0 MHz, F*H/T = 0.01397 +0.03402i K
k=-1: frequency -70.0 MHz, F*H/T = 0.03664 +0.05034i K
k=+0: frequency +10.0 MHz, F*H/T = 0.11082 -0.07364i K
k=+1: frequency +90.0 MHz, F*H/T = 0.02780 -0.04554i K
k=+2: frequency +170.0 MHz, F*H/T = 0.01153 -0.03115i K
probe delayed: delay, in-phase, out-of-phase, ratio -in/out
  0.1 ns: 0.47975 K, -0.06185 K, 7.7572
  0.5 ns: 0.40217 K, -0.07037 K, 5.7148
  1.0 ns: 0.32843 K, -0.07716 K, 4.2563
  3.0 ns: 0.16322 K, -0.08397 K, 1.9437
  6.0 ns: 0.06810 K, -0.07732 K, 0.8808
pump advanced, 1 ns: 0.33262 K, -0.05639 K, ratio 5.8989
last pulse alone, 1 ns: 0.33016 -0.02077i K
earlier pulses, 1 ns: -0.00173 -0.05639i K
just before zero delay: 0.00332 -0.05912i K
just after zero delay: 0.50332 -0.05912i K
series at zero delay: 0.25332 -0.05912i K
relative error at 0.1 ns, K=10: plain 3.5e-01, fast 1.6e-03
relative error at 0.1 ns, K=100: plain 1.1e-02, fast 1.3e-05
relative error at 0.1 ns, K=1000: plain 6.5e-03, fast 5.1e-08
remainder decay exponent = -2.500
square wave phase offset = 0.30 rad
square wave |mu|: sampled 1.3066, continuous fundamental 1.2732
sampling phase error = 5.311 degrees
ratio at 1 ns with this error uncorrected = 7.1972
40 MHz cosine, phase 0.7 rad: mu = 1.5297
Gaussian pulse widths: pump 0.6 ns, probe 0.4 ns
finite pulses at 0.3 ns: 0.25352 -0.06465i K
largest relative gap, time sum vs fast series = 2.0e-07
largest relative gap, grid vs formula = 4.4e-05
largest relative gap, pump advanced = 4.4e-05
relative gap, finite-pulse quadrature = 4.7e-08
done: every assertion held
```
